\section*{Local Convergence of the Roothaan Iteration and the Hartree--Fock Energy Hessian, part 2}

We ask when the undamped Roothaan iteration of closed-shell Hartree--Fock theory converges near a fixed point, and how this is related to the energy there. Atomic units and real orthonormal orbitals are used; $(pq|rs)$ is the Coulomb integral of $\phi_p\phi_q$ at $\mathbf r$ with $\phi_r\phi_s$ at $\mathbf r'$. The state is the projector $D$ on the $n$ doubly occupied orbitals. A step replaces $D$ by the projector $\Phi(D)$ on the $n$ lowest eigenvectors of $F(D)=h+G(D)$, where
\begin{equation}
G(D)_{pq}=\sum_{rs}\big[\,2(pq|rs)-(pr|qs)\,\big]D_{rs},
\label{eq:G}
\end{equation}
At the fixed point $D_0$, with energy $E_0$, $F_0=F(D_0)=\operatorname{diag}(\varepsilon_p)$. Labels $i,j$ are occupied and $a,b$ virtual. The diagonal matrix $\Omega$ holds the $m$ differences $\Omega_{ai}=\varepsilon_a-\varepsilon_i\ge\Omega_{\min}>0$. A nearby projector $D=D_0+\delta$ is labelled by $\kappa_{ai}=\delta_{ai}$, and
\begin{equation}
\delta_{oo}=-\kappa^{T}\kappa-\delta_{oo}^2,\qquad \delta_{vv}=\kappa\kappa^{T}+\delta_{vv}^2 .
\label{eq:idem}
\end{equation}
\begin{equation}
E(D_0+\delta)=E(D_0)+2\operatorname{tr}F_0\,\delta+\operatorname{tr}\delta\,G(\delta)
\label{eq:Eexact}
\end{equation}
To first order $G(\delta)_{ai}=(K\kappa)_{ai}$, with the symmetric matrix $K_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib)$, and one step gives
\begin{equation}
\kappa'=-\Omega^{-1}K\,\kappa+O(\kappa^2).
\label{eq:map}
\end{equation}

The one-angle model is H$_2$ in the STO-3G basis, with even orbital $g$, odd orbital $u$ and both electrons in $cg+su$, $c=\cos\theta$, $s=\sin\theta$. With $\Delta h=h_{uu}-h_{gg}$, $J_{pq}=(pp|qq)$, $X_{gu}=(gu|gu)$ and $\lambda=K/\Omega$, the repulsion is $c^4J_{gg}+s^4J_{uu}+c^2s^2(2J_{gu}+4X_{gu})$ and
\begin{equation}
E(\theta)-E_0=2\theta^2\,(\Delta h-J_{gg}+J_{gu}+2X_{gu})=2\,(\Omega+K)\,\theta^2=2\,\Omega\,(1+\lambda)\,\theta^2 ,
\label{eq:h2energy}
\end{equation}
For $\lambda>1$ the iteration has a two-cycle at
\begin{equation}
\cos2\theta=\frac{P}{K-Q}.
\label{eq:cycle}
\end{equation}
where $P=\Delta h+(J_{uu}-J_{gg})/2$ and $Q=2J_{gu}-X_{gu}-(J_{gg}+J_{uu})/2$. In hartree, $(\Delta h,J_{gg},J_{gu},X_{gu})$ is $(0.77719,0.67459,0.66356,0.18126)$ at $1.4$ bohr and $(0.01287,0.46746,0.47064,0.30402)$ at $6$ bohr.

The matrix $\Omega^{-1}K$ is not symmetric, but because $\Omega$ is positive it has a real square root, and in the coordinates $y=\Omega^{1/2}\kappa$ equation \eqref{eq:map} becomes
\begin{equation}
y'=-My+r(y),\qquad M=\Omega^{-1/2}K\,\Omega^{-1/2},\qquad |r(y)|\le C|y|^2
\label{eq:ymap}
\end{equation}
for $|y|$ below some radius and some constant $C$. Since $\Omega^{-1}K=\Omega^{-1/2}M\,\Omega^{1/2}$, it has the eigenvalues of the symmetric matrix $M$. These eigenvalues $\lambda_1\le\dots\le\lambda_m$ are real, there is a full set of eigenvectors, and the multipliers of the iteration are $-\lambda_\nu$. Complex multipliers, which would make the error spiral, do not occur at linear order in this map. Let $\rho=\max_\nu|\lambda_\nu|$ be the spectral radius of $\Omega^{-1}K$.

Suppose $\rho<1$. For a symmetric matrix $|My|\le\rho|y|$, as expansion in orthonormal eigenvectors shows, so $|y'|\le(\rho+C|y|)\,|y|$. Choose any $q$ with $\rho<q<1$. Inside the ball $|y|\le(q-\rho)/C$ one has $|y'|\le q|y|$, the iterate stays in the ball, and $|y_k|\le q^k|y_0|$ tends to zero. As the iterates approach the fixed point $q$ can be taken ever closer to $\rho$, so the asymptotic error reduction per step is at least as good as $\rho$. In the linearized map the component along the dominant eigenvector is multiplied by exactly $\pm\rho$, so the rate equals $\rho$ unless that component is absent. The monotone decrease holds in the norm $|y|^2=\kappa^T\Omega\kappa$; the argument does not guarantee it for the plain norm of $\kappa$.

Suppose $\rho>1$. Split $y=y_u+y_s$, where $y_u$ lies in the span of the eigenvectors with $|\lambda|>1$, the smallest such modulus being $\sigma>1$, and $y_s$ in the span of the rest. Fix $\gamma>0$ and consider the cone $|y_s|\le\gamma|y_u|$ inside a ball $|y|\le\eta$. There $|y|\le\sqrt{1+\gamma^2}\,|y_u|$, so $|r|\le C\eta\sqrt{1+\gamma^2}\,|y_u|\equiv\epsilon|y_u|$. One step gives
\begin{equation}
|y_u'|\ge(\sigma-\epsilon)|y_u|,\qquad |y_s'|\le|y_s|+\epsilon|y_u|\le(\gamma+\epsilon)|y_u| .
\label{eq:cone}
\end{equation}
Take $\eta$ so small that $\epsilon(1+\gamma)\le\gamma(\sigma-1)$. This is the inequality $\gamma+\epsilon\le\gamma(\sigma-\epsilon)$, so $|y_s'|\le\gamma|y_u'|$ and the new point is again in the cone. It also gives $\epsilon<\sigma-1$, so $|y_u|$ grows by a fixed factor above one at each step until the iterate leaves the ball. Every direction with $y_u\ne0$ lies in such a cone for some $\gamma$, so every sufficiently small start along such a direction is expelled from a neighbourhood of $D_0$. Starts with no unstable component can still converge; one instance is a start that shares a spatial symmetry of $D_0$ when the unstable modes break it. The criterion is thus that $D_0$ attracts its neighbourhood if $\rho<1$ and repels in the sense just shown if $\rho>1$. At $\rho=1$ the linear term decides nothing and the higher terms of $r$ govern. The criterion is local: it says nothing about where a run from a distant guess ends.

The energy is expanded with \eqref{eq:Eexact}. Since $F_0$ is diagonal, only the diagonal of $\delta$ enters the term $2\operatorname{tr}F_0\delta$, and \eqref{eq:idem} gives $\delta_{ii}=-\sum_a\kappa_{ai}^2$ and $\delta_{aa}=\sum_i\kappa_{ai}^2$ to second order. Therefore
\begin{equation}
2\operatorname{tr}F_0\delta=2\sum_{ai}(\varepsilon_a-\varepsilon_i)\,\kappa_{ai}^2=2\,\kappa^T\Omega\,\kappa .
\end{equation}
There is no term linear in $\kappa$, so the fixed point is a stationary point of the energy. In the last term of \eqref{eq:Eexact} the first-order $\delta$ suffices, and the elements $ai$ and $ia$ contribute equally, $\operatorname{tr}\delta\,G(\delta)=2\sum_{ai}\kappa_{ai}\,G(\delta)_{ai}=2\kappa^TK\kappa$. Altogether
\begin{equation}
E(\kappa)=E_0+2\,\kappa^T(\Omega+K)\,\kappa+O(\kappa^3)=E_0+2\,y^T(1+M)\,y+O(y^3),
\label{eq:E2}
\end{equation}
and the Hessian with respect to $\kappa$ is $H=4(\Omega+K)$.

The eigenvalues of $H$ are not $4(1+\lambda_\nu)$, since $y=\Omega^{1/2}\kappa$ is not an orthogonal transformation, but their signs agree in number, which is Sylvester's law of inertia. The number of negative eigenvalues of a symmetric matrix is the largest dimension of a subspace on which its quadratic form is negative definite. The span of the negative eigenvectors is such a subspace, and any subspace of larger dimension must intersect the span of the remaining eigenvectors in a nonzero vector, where the form is not negative. The invertible map $\kappa\mapsto y$ carries subspaces into subspaces of equal dimension and, by \eqref{eq:E2}, preserves the value of the form. So $H$ has as many negative eigenvalues as $1+M$, and the same argument applies to positive and hence to zero eigenvalues:
\begin{equation}
\#\{\text{negative eigenvalues of }H\}=\#\{\nu:\lambda_\nu<-1\}.
\label{eq:inertia}
\end{equation}
The fixed point is a nondegenerate minimum if and only if $\lambda_1>-1$. In particular $\rho<1$ implies a minimum, while a minimum does not imply $\rho<1$.

Along the eigenvector belonging to $\lambda$, equation \eqref{eq:E2} reads $E-E_0=2(1+\lambda)|y|^2$, and one step changes $|y|^2$ to $\lambda^2|y|^2$. If $\lambda<-1$, the multiplier $-\lambda$ exceeds $+1$, the error grows without change of sign, $E-E_0$ is negative, and its magnitude grows by $\lambda^2$ per step. The iteration moves steadily downhill from a point that is not a minimum. By \eqref{eq:inertia} that point is a saddle when at least one other eigenvalue lies above $-1$; when all of them lie below $-1$ it is a maximum, as it would be in the one-angle model. If $\lambda>+1$, the multiplier is below $-1$, the error alternates in sign, $E-E_0$ is positive and grows by $\lambda^2$ per step. The energy has a minimum along this one direction. The point as a whole is a minimum only if in addition $\lambda_1>-1$, so the statement that an eigenvalue above $+1$ means oscillation at a minimum holds with that condition and not without it. For $-1<\lambda<0$ the mode converges monotonically and for $0<\lambda<1$ with alternating sign. At $\lambda=-1$ the Hessian is singular, whereas a mode with $\lambda=+1$ has positive curvature while the iteration loses stability along it, in the H$_2$ model by shedding the two-cycle \eqref{eq:cycle}.

Adding and subtracting $\kappa$ in \eqref{eq:map} relates the step to the gradient $\nabla E=H\kappa$ of \eqref{eq:E2}:
\begin{equation}
\kappa'=\kappa-\Omega^{-1}(\Omega+K)\,\kappa=\kappa-(4\Omega)^{-1}\nabla E .
\label{eq:grad}
\end{equation}
Near a fixed point the Roothaan step is a Newton step in which the true Hessian $4(\Omega+K)$ has been replaced by $4\Omega$, the curvature that independent electrons in a frozen potential would have. The number $1+\lambda$ is the ratio of true to assumed curvature along a mode, and so the ratio of the step taken to the step that would land on the stationary point. A ratio above two, $\lambda>1$, carries the iterate farther out on the other side than it started. A negative ratio means that a step directed downhill leads away from the stationary point.

The two signs of $\lambda$ have different physical sources. Let $\delta\gamma(\mathbf r,\mathbf r')=\sum_{pq}\delta_{pq}\phi_p(\mathbf r)\phi_q(\mathbf r')$ be the first-order change of the one-spin density matrix and $\delta n(\mathbf r)=\delta\gamma(\mathbf r,\mathbf r)$. In $\operatorname{tr}\delta\,G(\delta)=2\kappa^TK\kappa$ the Coulomb sum $\sum\delta_{pq}\delta_{rs}(pq|rs)$ pairs $\delta n(\mathbf r)$ with $\delta n(\mathbf r')$, and the exchange sum $\sum\delta_{pq}\delta_{rs}(pr|qs)$ places $p,r$ at $\mathbf r$ and $q,s$ at $\mathbf r'$, so
\begin{equation}
\kappa^TK\kappa=\iint\frac{\delta n(\mathbf r)\,\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}-\frac12\iint\frac{\delta\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}.
\label{eq:split}
\end{equation}
The first term is the electrostatic self-repulsion of a charge distribution, which is nonnegative because the Fourier transform $4\pi/k^2$ of the kernel is positive. The second integrand is nonnegative pointwise. The Coulomb part of $K$ is thus positive semidefinite and the exchange part negative semidefinite. In Hartree--Fock theory an eigenvalue above $+1$ needs a mode, a displacement of charge, whose Coulomb self-repulsion exceeds the exchange term plus $\kappa^T\Omega\kappa$, and an eigenvalue below $-1$ needs a mode whose exchange term exceeds the Coulomb term plus $\kappa^T\Omega\kappa$. Single pairs give bounds. The diagonal element of $M$ is a Rayleigh quotient, so
\begin{equation}
\lambda_1\ \le\ \frac{3(ai|ai)-(aa|ii)}{\Omega_{ai}}\ \le\ \lambda_m
\label{eq:pair}
\end{equation}
for each pair. A pair with $3(ai|ai)-(aa|ii)>\Omega_{ai}$ suffices for divergence by oscillation, and as a gap closes with a nonzero numerator $\rho$ grows without limit. For $i$ and $a$ on fragments a large distance $L$ apart, $(ai|ai)$ vanishes and $(aa|ii)\to1/L$, so an aufbau fixed point with $\Omega_{ai}<(aa|ii)\approx1/L$ cannot be a minimum.

The word minimum refers to real closed-shell determinants, the only states the map visits. Stretched H$_2$ shows the restriction. Giving the two spins the orbitals $cg\pm su$ changes the repulsion to $c^4J_{gg}+s^4J_{uu}+c^2s^2(2J_{gu}-4X_{gu})$, since the $gu$ parts of the two densities have opposite signs, and the expansion that led to \eqref{eq:h2energy} now gives $E-E_0=2\theta^2(\Delta h-J_{gg}+J_{gu}-2X_{gu})$. The bracket is $0.77719-0.01103-0.36252=+0.404$ hartree at $1.4$ bohr and $0.01287+0.00318-0.60804=-0.592$ hartree at $6$ bohr. The restricted minimum at $6$ bohr is a saddle among spin-unrestricted determinants, and the restricted iteration, which keeps the same orbital for both spins, does not test for this. The derivation used only the gap, the expansion \eqref{eq:Eexact} through second order and the symmetry of $G$. It carries over to any closed-shell energy that is smooth in $D$, with $F=\tfrac12\,\partial E/\partial D$ and $G$ the linearized response of $F$, as in Kohn--Sham theory; the sign analysis \eqref{eq:split} is specific to Hartree--Fock.

Water with O--H distance $1.81$ bohr and angle $104.5^\circ$ in the 6-31G basis has $40$ pairs, $E_0=-75.983982$ hartree and $\Omega_{\min}=0.70499$ hartree. The eigenvalues run from $\lambda_1=-0.51805$ to $\lambda_{40}=0.59081$, so $\rho=0.59081$ and the iteration converges, gaining one decimal digit in $-1/\log_{10}0.59081=4.38$ steps. The rate depends on the basis: $\rho$ is $0.577$ in cc-pVDZ, $0.629$ in cc-pVTZ and $0.646$ in aug-cc-pVDZ, while $\lambda_1$ stays near $-0.519$. The rate measured on the nonlinear map, by rescaling the error to $10^{-5}$ after every step until one mode remains, is $0.59081$. The signed one-step ratio is $-0.59082$, so the surviving mode alternates, and the difference of one unit in the last printed digit is within what rounding and a remainder of relative size $O(\kappa)$ in \eqref{eq:ymap}, here with $|\kappa|=10^{-5}$, allow. All $\lambda$ exceed $-1$, and the finite-difference Hessian has no negative eigenvalue. Equation \eqref{eq:E2} bounds its lowest eigenvalue from below, because $y^T(1+M)y\ge(1+\lambda_1)|y|^2\ge(1+\lambda_1)\Omega_{\min}|\kappa|^2$. The bound is $4\times0.48195\times0.70499=1.359$ hartree, and the computed eigenvalue is $1.4396$ hartree.

A saddle that obeys the aufbau ordering occurs in four hydrogen atoms on a square of side $2$ bohr in STO-3G. Place the atoms on the $x$ and $y$ axes and number them around the square. In the orthogonalized basis the symmetry-adapted vectors are $\phi_s=(1,1,1,1)/2$, $\phi_t=(1,-1,1,-1)/2$, $d_1=(1,0,-1,0)/\sqrt2$ and $d_2=(0,1,0,-1)/\sqrt2$. Under the reflections $x\to-x$ and $y\to-y$ their parities are $(++)$, $(++)$, $(-+)$ and $(+-)$. Occupying $d_1$ and a mixture $\phi_s'=\cos\eta\,\phi_s+\sin\eta\,\phi_t$, and optimizing $\eta$ with both reflections imposed, gives a fixed point at $E_0=-1.707360$ hartree with a positive gap of $0.25475$ hartree. The four pairs have the product parities $(+-)$, $(++)$, $(--)$ and $(-+)$. A reflection changes the sign of each $\kappa$ according to its parity and leaves the energy unchanged, so cross terms between different pairs vanish and $K$ is diagonal. The eigenvalues are $-1.54494$, $-0.19241$, $-0.10399$ and $-0.06512$. One lies below $-1$ and three above, so the point is a saddle of index one, and the finite-difference Hessian has one negative eigenvalue. The unstable mode has $\Omega=0.25475$ and $K=-0.39357$ hartree, so $\lambda=-0.39357/0.25475=-1.5449$, $\Omega+K=-0.13882$ and $4(\Omega+K)=-0.5553$ hartree, the printed lowest Hessian eigenvalue. A start of $10^{-4}$ along it gives
\begin{equation*}
1.000\times10^{-4},\quad 1.545\times10^{-4},\quad 2.387\times10^{-4},\quad 3.688\times10^{-4},\quad 5.697\times10^{-4},
\end{equation*}
with constant sign. At $0.02$ rad the quadratic form gives $2\times(-0.13882)\times0.02^2=-1.1106\times10^{-4}$ hartree and the direct energy difference is $-1.1100\times10^{-4}$ hartree, smaller in magnitude by $0.05$ per cent of the quadratic value. A run that preserves both reflections has no component on the unstable mode, which is how the saddle was located.

The undamped iteration is locally attracting when all $|\lambda_\nu|<1$, while a nondegenerate minimum requires only $\lambda_1>-1$; water and the square of four hydrogen atoms illustrate a convergent minimum and an aufbau saddle. It remains to follow the escape from that saddle and to determine what damping and level shifting can and cannot cure.
